Hall Conductivity and Fermi Arc of a Two-Node Weyl Model

Q: A Weyl node is a point where two bands touch. I do not see how two such points could determine a Hall conductivity, which is a property of all the filled states. Which model do you have in mind?

A: Two orbitals per site of a simple cubic lattice with constant a. Write θx = kx a, and likewise for y and z. The Pauli matrices act on the orbital pair:

H = dx σx + dy σy + dz σz

dx = A sin θx, dy = A sin θy

dz = B(2 − cos θx − cos θy) − μ(θz)

μ(θz) = T(cos θz − cos k0a)

I take A, B, T > 0 and 0 < k0a < π. The electrons do not interact, there is no disorder, the temperature is zero and the lower band is filled. The energies are E = ±d, with d = √(dx² + dy² + dz²).

Q: How many nodes does this have? A lattice model can hide some at the zone boundary.

A: Touching requires dx = dy = dz = 0. The first two conditions put θx and θy at 0 or π. There dz takes the values

(0,0): −μ
(π,0) and (0,π): 2B − μ
(π,π): 4B − μ

Since cos θz ≤ 1, μ never exceeds T(1 − cos k0a). I now assume

T(1 − cos k0a) < 2B.

Then 2B − μ and 4B − μ are positive, and only −μ can vanish. That happens at cos θz = cos k0a, so the nodes are at k = (0, 0, ±k0). Put kz = ±k0 + qz and expand: μ ≈ ∓T sin(k0a) a qz. Hence

d ≈ (Aa kx, Aa ky, ±Ta sin(k0a) qz),

which is a Weyl Hamiltonian with speeds Aa/ħ in the plane and Ta sin(k0a)/ħ along z.

For numbers I use round parameters in Hartree atomic units: a = 10 bohr, A = 0.02, B = T = 0.03 hartree and k0 = 0.1 per bohr, so k0a = 1. The largest μ is 0.0138 hartree, below 2B = 0.06 hartree. The speeds are 0.200 and 0.252 atomic units.

Q: The crystal is still gapless. Where would a Chern insulator come from?

A: From holding kz fixed. A uniform field along y changes ky and leaves kz alone, so each value of kz responds separately, as a two-dimensional crystal in (kx, ky). Unless kz = ±k0, that crystal has a gap.

Q: Then derive its Hall response. I want to see the sign, since electrons have charge −e.

A: Describe the field by a time-dependent vector potential, so that ħ dky/dt = −eEy. Let |−⟩ and |+⟩ be the lower and upper states at the moving k. To first order in the slow motion, write

ψ = e^(iα)(|−⟩ + c|+⟩).

Insert this in iħ dψ/dt = Hψ. At zeroth order, projection on |−⟩ gives −ħ dα/dt = E₋. Projection on |+⟩ gives, at first order,

E₋ c + iħ⟨+|d(−)/dt⟩ = E₊ c,

c = iħ⟨+|d(−)/dt⟩/(E₊ − E₋).

The term dc/dt is dropped because it is of second order for a slowly applied force. The velocity operator is (1/ħ)∂H/∂kx, so

ħvx = ∂x E₋ + 2 Re[c⟨−|∂xH|+⟩], with ∂x = ∂/∂kx.

Differentiating H|−⟩ = E₋|−⟩ and projecting on |+⟩ gives ⟨+|∂xH|−⟩ = (E₋ − E₊)⟨+|∂x −⟩. Its complex conjugate is the matrix element needed. The energy difference cancels:

ħvx = ∂xE₋ + 2 Re[−iħ⟨∂x −|+⟩⟨+|∂y −⟩] dky/dt
= ∂xE₋ + 2ħ Im[⟨∂x −|+⟩⟨+|∂y −⟩] dky/dt.

Now replace |+⟩⟨+| by 1 − |−⟩⟨−|. The subtracted term is a product of two imaginary numbers, because the state is normalized, so it is real and drops out. Define

𝒜 = i⟨−|∇k −⟩,
Ω = ∂x𝒜y − ∂y𝒜x = −2 Im⟨∂x −|∂y −⟩.

Then

vx = (1/ħ)∂xE₋ − Ω dky/dt = (1/ħ)∂xE₋ + (eEy/ħ)Ω.

The first term integrates to zero over the zone because E₋ is periodic. The current of a slice is therefore

jx = −e ∫ d²k/(2π)² (eEy/ħ)Ω = −(e²/h) C Ey,

C = (1/2π)∫ Ω d²k.

The charge enters twice, once in the force and once in the current, so its sign does not matter.

Q: You dropped terms. Does a real driven current behave this way?

A: Integrating the Schrödinger equation under a slowly raised force gives a slice conductance of 0.997 e²/h at kz a = 0 and −0.001 e²/h at kz a = 2. The test compares these with −C from the lattice eigenvectors and allows a difference of 0.005 e²/h.

Q: So C must be −1 in the first slice and 0 in the second. Show me that without a numerical integral.

A: The first row of Hu = −du reads dz u1 + (dx − i dy)u2 = −d u1. It is solved by

u = (−(dx − i dy), d + dz)/√(2d(d + dz)).

The second row holds too, because dx² + dy² = (d − dz)(d + dz). This u is smooth and periodic except where d + dz = 0, that is, where dx = dy = 0 and dz < 0.

Take 0 < μ < 2B. From the list of dz values, the origin is the one bad point. Close to it dx − i dy is proportional to e^(−iφ), with φ the polar angle in the (kx, ky) plane, and

u → (−e^(−iφ), 0).

On a small counterclockwise loop,

𝒜φ = i(−e^(iφ))(i e^(−iφ)) = 1, so ∮𝒜 = 2π.

Remove the small disc and apply Stokes' theorem to the rest of the zone. The outer edges cancel by periodicity. The inner edge is traversed clockwise, so ∫Ω d²k = −2π. The disc itself contributes nothing as it shrinks, because Ω is finite in a gapped slice. Hence

C = −1 for |kz| < k0.

For μ < 0 all four dz values are positive. There is no bad point, and C = 0 for |kz| > k0. Lattice Chern numbers computed from eigenvectors change between kz a = 0.9 and 1.1, and likewise on the negative side.

Q: What if your inequality for T fails? Does the same count survive?

A: The method survives, but the answer changes. Suppose 2B < μ < 4B in some slice. Then (π,0) and (0,π) are bad points as well. At each of them one of dx, dy has reversed slope, so the phase winds the other way and the point contributes +1 to C. The total is −1 + 1 + 1 = +1. With B reduced to 0.005 hartree, μ(0) = 0.0138 hartree lies between 2B and 4B, and the computed Chern number at kz = 0 is indeed +1.

As long as μ(0) is below 4B, such slices end only where μ = 2B, at ±k1 with cos k1a = cos k0a + 2B/T, and further nodes sit there.

Q: Return to two nodes. How do you add the slices?

A: A three-dimensional current density is the slice current integrated over dkz/(2π). Each slice with |kz| < k0 has conductance +e²/h and the others have none:

σxy = ∫ dkz/(2π) (−e²/h) C(kz) = (e²/h)(2k0)/(2π), with jx = σxy Ey.

In the case you just raised, with μ(0) still below 4B, an interval 2k1 has the opposite sign, and the same sum gives (e²/h)(2k0 − 4k1)/(2π).

Q: Two slices are gapless, and your adiabatic argument fails there. Could they hide a finite contribution?

A: In the linear-response coefficient they do not. Near a node the curvature grows as 1/q², where q is the distance from the node, while the volume element is proportional to q² dq. The integral over a small ball vanishes with its radius, so there is no concentrated term at the node.

At a finite field, slices very near the node are not adiabatic. The expansion needs |c| ≪ 1. Close to the node c is of order Aa eEy/(gap)², and the smallest gap of a slice is proportional to |kz ∓ k0|. The excluded interval therefore shrinks as √Ey, and the limit Ey → 0 removes it.

A direct Kubo sum over the three-dimensional zone, which makes no use of slice Chern numbers, agrees with the linear-response result. In units of e²/(ha) it gives 0.1585, 0.3182 and 0.4775 for k0a = 0.5, 1.0 and 1.5. The formula k0a/π gives 0.1592, 0.3183 and 0.4775.

Q: What is the conductivity in your example?

A: In atomic units e²/h = 1/(2π) = 0.1592. The node separation is 2k0 = 0.2 per bohr, so

σxy = 0.1592 × 0.2/6.283 = 0.00507 atomic units = 2.33 × 10⁴ S/m.

Q: The nodes are also separated by 2π/a − 2k0, if I go across the zone boundary. Why choose the inner interval?

A: The node positions do not choose it; the filled band does. The interval that counts is the one whose slices have C ≠ 0. Suppose a further filled band, not coupled to these two, contributes the same integer N to −C in every slice. The nodes stay put, but σxy changes by

(e²/h) N (2π/a)/(2π) = N e²/(ha).

The sign is also a property of the model. Reversing B and T together turns dz into −dz. For |kz| < k0 the bad points are then (π,0), (0,π) and (π,π), which contribute +1, +1 and −1. Now C = +1, and σxy is negative.

The filling matters too. If the Fermi level leaves the nodes, some slices are partly filled, and their conductance need not be an integer times e²/h.

Q: Now the surface. You say a slice is a Chern insulator, but I would like to see a surface state, not be told that one must exist.

A: Let the crystal fill y > 0 with layers n = 1, 2, 3, and so on. The factor e^(iθy) becomes a shift from ψn to ψn+1. Then

Hψn = (A sin θx σx + m σz)ψn + Jψn+1 + J†ψn−1,

J = −(iA/2)σy − (B/2)σz,

m = B(2 − cos θx) − μ.

The missing bond at n = 1 is expressed by ψ0 = 0. Try ψn = λⁿχ with σxχ = sχ and s = ±1. Since iσy = σzσx, we have iσyχ = sσzχ, and

Hψn = λⁿ{sA sin θx χ + [m − (B/2)(λ + 1/λ) − (sA/2)(λ − 1/λ)]σzχ}.

The vector σzχ is orthogonal to χ, so the bracket must vanish. Multiplying it by −2λ gives

E = sA sin θx,

(B + sA)λ² − 2mλ + (B − sA) = 0.

Q: A decaying λ is easy to find. The boundary condition is the harder part.

A: It needs both roots. The combination with ψ0 = 0 is

ψn ∝ (λ1ⁿ − λ2ⁿ)χ,

or nλⁿ⁻¹χ for a double root. It is normalizable only if both roots have modulus below 1. Their product is (B − sA)/(B + sA), whose modulus is below 1 for s = +1 and above 1 for s = −1. (If A = B and s = −1, a single root remains, and ψ0 = 0 removes it.) So s = +1.

Call the quadratic f(λ). It opens upward, with

f(1) = 2(B − m), f(−1) = 2(B + m).

Complex roots have equal moduli, hence both below 1, and f is positive everywhere. For real roots, suppose f(1) and f(−1) are both positive. Then neither 1 nor −1 lies between the roots, so the roots are both inside (−1, 1), both above 1 or both below −1. The product excludes the last two. If instead f(1) or f(−1) is zero or negative, that point lies between the roots or on one, and some root has modulus at least 1. The condition is therefore |m| < B.

The part m > −B reads μ < B(3 − cos θx), which holds because μ < 2B. The part m < B reads

μ(θz) > B(1 − cos θx).

This existence rule was tested on a finite slab at eight points (kx, kz), some inside the region and some outside.

Q: Where is the arc?

A: Set E = 0, so sin θx = 0. At θx = π the rule would need μ > 2B, which is excluded. At θx = 0 it needs μ > 0. The zero-energy states are therefore at

kx = 0, −k0 < kz < k0,

a straight segment joining the projections of the two nodes. Its length here is 0.2 per bohr, or 0.378 per ångström.

Q: You found states of one assumed form. Could another zero-energy state exist?

A: Not in this model. Write H = A sin θx σx + D. The operator D contains only σy and σz, so it anticommutes with σx. The cross terms in H² cancel:

H² = A² sin²θx + D².

If Hψ = 0, both terms must give zero separately, since neither can be negative. Hence sin θx = 0 and Dψ = 0. Because D anticommutes with σx, the solutions of Dψ = 0 can be sorted by s. For each s the equation is the three-term recursion, linking ψn−1, ψn and ψn+1, that led to the quadratic for λ. With ψ0 = 0, a choice of ψ1 fixes all later layers, so each s has at most one solution up to a factor. It is the one already examined.

Q: The endpoint puzzles me. How can a surface state simply stop?

A: It stops being bound to the surface. At θx = 0 we have m = B − μ. Near a node put λ = 1 − ε in the quadratic and keep first order:

(B + A)(1 − 2ε) − 2(B − μ)(1 − ε) + (B − A) ≈ 2μ − 2Aε = 0.

So ε ≈ μ/A, and the amplitude decays over a length of about aA/μ, which diverges at the node. At kz a = 0.99 this estimate gives 795 bohr, and the root itself gives 787 bohr.

Q: Does this decay length grow steadily from the middle of the arc?

A: Not in this example. For A < B the roots are complex when m² < B² − A². Their common modulus is then fixed by their product,

|λ| = √((B − A)/(B + A)) = √(0.01/0.05) = 0.447,

and the envelope length is −a/ln|λ| = 12.4 bohr, independent of kz. The amplitude oscillates under that envelope, and the oscillation changes with kz, so a constant envelope length does not mean a constant mean depth. In the example the roots become real at kz a = 0.652, and the length then rises to 34 bohr at 0.8 and 74 bohr at 0.9.

Q: Is the direction of motion on this surface consistent with the sign of σxy?

A: Yes. In one slice the surface state moves with speed v = Aa/ħ > 0 at kx = 0. On the opposite surface the layer order is reversed, which exchanges λ and 1/λ and so changes s; there E = −A sin θx.

Let the near surface be at voltage V relative to the far one, through a difference in filling alone. Its electrons are then filled to a level higher by −eV. The extra density per length is −eV/(2πħv), and the current is

Ix = (−e)v × (−eV)/(2πħv) = e²V/h.

A field in the interior with the same voltage drop gives Ix = ∫ jx dy = −(e²/h)C V = e²V/h.

Q: A straight arc looks like an accident of the model. What happens if the surface is disturbed?

A: The straightness is an accident. Add a potential w on the first layer. To first order the surface energy becomes A sin θx + wρ, where ρ is the fraction of the state on that layer. The zero-energy line moves to θx ≈ −wρ/A for small w.

Near a node λ1 ≈ 1 − μ/A and λ2 ≈ (B − A)/(B + A). The norm is dominated by the slow root:

Σ λ1²ⁿ ≈ A/(2μ), |λ1 − λ2|² ≈ (2A/(A + B))².

Their ratio gives ρ ≈ 8Aμ/(A + B)², and so

θx ≈ −8wμ/(A + B)².

This vanishes with μ, so to this order the ends of the arc stay at the node projections. For w = 0.005 hartree the slab gives zero energy at kx a = −0.170, −0.136 and −0.039 for kz a = 0, 0.5 and 0.9. At the last point μ = 0.00244 hartree, and the estimate is

−8 × 0.005 × 0.00244/0.05² = −0.039.

The agreement to two figures is partly luck. The exact roots at this point give ρ = 0.150, and −wρ/A is then −0.037; the error of the near-node form of ρ happens to offset the higher orders in w.

Beyond the node, at kz a = 1.2, the smallest slab energy found for |kx a| ≤ 0.5 is 0.0054 hartree in magnitude. This is the lowest bulk level of the 80-layer slab, at kx = 0; in thicker slabs it falls toward the bulk band edge |μ| = 0.0053 hartree. The disturbed surface therefore has no zero-energy state in that range. The numerical output below lists the other slices and slab energies.

Numbers as computed

```
lattice constant a = 10.0 bohr
A = 0.020, B = 0.030, T = 0.030 hartree
node position k0 = 0.100 1/bohr, k0 a = 1.000
mu at kz = 0: 0.01379 hartree; bound 2B = 0.060 hartree
smallest gap farther than 0.5/a from nodes (grid): 0.0185 hartree
node speeds: in-plane 0.2000, along z 0.2524 a.u.
slice kz a =  0.00: mu =  0.01379 hartree, Chern number = -1
slice kz a =  0.50: mu =  0.01012 hartree, Chern number = -1
slice kz a =  0.90: mu =  0.00244 hartree, Chern number = -1
slice kz a = -0.90: mu =  0.00244 hartree, Chern number = -1
slice kz a =  1.10: mu = -0.00260 hartree, Chern number = 0
slice kz a = -1.10: mu = -0.00260 hartree, Chern number = 0
slice kz a =  2.00: mu = -0.02869 hartree, Chern number = 0
slice kz a =  3.00: mu = -0.04591 hartree, Chern number = 0
condition broken, B = 0.005 hartree: Chern number at kz = 0 is 1
driven slice kz a = 0.0: Hall conductance = 0.9973 e^2/h
driven slice kz a = 2.0: Hall conductance = -0.0007 e^2/h
k0 a = 0.5: a*sigma_xy, zone sum 0.1585, formula 0.1592 e^2/h
k0 a = 1.0: a*sigma_xy, zone sum 0.3182, formula 0.3183 e^2/h
k0 a = 1.5: a*sigma_xy, zone sum 0.4775, formula 0.4775 e^2/h
conductance quantum e^2/h = 3.87405e-05 S
sigma_xy = 0.005066 a.u. = 2.3303e+04 S/m
arc length 2 k0 = 0.200 1/bohr = 0.3779 1/angstrom
surface-state existence rule checked at 8 points
kx a = 0.3, kz a = 0.5: slab E = 0.005910, A sin = 0.005910 hartree
same point: opposite surface E = -0.005910 hartree
same point, complex roots: overlap with two-root state = 1.00000000
kx a = 0.1, kz a = 0.8: slab E = 0.001997, A sin = 0.001997 hartree
same point: opposite surface E = -0.001997 hartree
same point, real roots: overlap with two-root state = 1.00000000
kx = 0, kz a = 0.0: smallest slab |E| = 0.000000 hartree
kx = 0, kz a = 0.5: smallest slab |E| = 0.000000 hartree
kx = 0, kz a = 0.8: smallest slab |E| = 0.000000 hartree
kx = 0, kz a = 1.2: smallest slab |E| = 0.005411 hartree
kx = 0, kz a = 1.5: smallest slab |E| = 0.014130 hartree
kz a = 0.00: complex roots, largest |root| 0.4472, decay 12.4 bohr
kz a = 0.50: complex roots, largest |root| 0.4472, decay 12.4 bohr
kz a = 0.80: real roots, largest |root| 0.7432, decay 33.7 bohr
kz a = 0.90: real roots, largest |root| 0.8735, decay 73.9 bohr
kz a = 0.99: real roots, largest |root| 0.9874, decay 787.3 bohr
estimate a A/mu at kz a = 0.99: 794.8 bohr
roots turn from complex to real at kz a = 0.6519
surface potential on first layer = 0.005 hartree
bent arc: kz a = 0.0, zero energy at kx a = -0.1704
bent arc: kz a = 0.5, zero energy at kx a = -0.1361
bent arc: kz a = 0.9, zero energy at kx a = -0.0393
with potential, kz a = 1.2: smallest |E| = 0.00541 hartree
```
